# The Hartree Stress in a Plane-Wave Calculation and Its Trace, part 1

(Sections cited here and not found follow in the second part.)

## Strain derivative of the Hartree energy

Let a crystal have a unit cell of volume \(\Omega\), and let \(\rho(\mathbf r)\ge 0\) be the number density of its electrons, periodic with the lattice. Hartree atomic units are used: energies are in hartree, lengths in bohr, and two unit charges at distance \(r\) repel with energy \(1/r\). The reciprocal lattice vectors are \(\mathbf G\), and the Fourier coefficients of any periodic function carry the factor \(1/\Omega\):

\[
\rho(\mathbf G)=\frac1\Omega\int_\Omega \rho(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r,
\qquad
\rho(\mathbf r)=\sum_{\mathbf G}\rho(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.
\]

Since \(\rho(\mathbf r)\) is real, \(\rho(-\mathbf G)=\rho(\mathbf G)^*\). The coefficient \(\rho(0)\) is the mean density. Indices \(a,b,c\) denote Cartesian components, and a prime on a sum means that \(\mathbf G=0\) is left out.

An infinite crystal of electrons alone has no finite Coulomb energy per cell. The Hartree energy is therefore defined with a uniform positive background that makes the cell neutral. The Hartree potential energy \(V(\mathbf r)\) of an electron is the periodic solution of

\[
\nabla^2V(\mathbf r)=-4\pi\,[\rho(\mathbf r)-\rho(0)],\qquad \int_\Omega V\,d^3r=0 .
\]

The second condition fixes the additive constant that Poisson's equation leaves open. Acting on \(e^{i\mathbf G\cdot\mathbf r}\), the Laplacian gives \(-G^2\), so for \(\mathbf G\neq0\)

\[
-G^2V(\mathbf G)=-4\pi\rho(\mathbf G)
\quad\Longrightarrow\quad
V(\mathbf G)=\frac{4\pi\rho(\mathbf G)}{G^2},
\]

while \(V(0)=0\). The Hartree energy per cell is half the integral of density times potential, the half being there because each pair of charges would otherwise be counted twice. Inserting both Fourier series gives

\[
E_H=\frac12\int_\Omega\rho V\,d^3r
=\frac12\sum_{\mathbf G,\mathbf G'}\rho(\mathbf G')V(\mathbf G)\int_\Omega e^{i(\mathbf G+\mathbf G')\cdot\mathbf r}d^3r .
\]

The integral is \(\Omega\) if \(\mathbf G'=-\mathbf G\) and zero otherwise. Hence

\[
E_H=\frac\Omega2{\sum_{\mathbf G}}'\frac{4\pi|\rho(\mathbf G)|^2}{G^2}.
\]

The background's own charge is included in this energy: because \(V\) has zero mean, replacing \(\rho\) by \(\rho-\rho(0)\) in \(\frac12\int\rho V\) changes nothing. The absolute square matters. Moving the origin by \(\mathbf d\) multiplies \(\rho(\mathbf G)\) by a phase \(e^{\pm i\mathbf G\cdot\mathbf d}\), and the energy cannot depend on such a choice.

A homogeneous strain \(\epsilon\) carries each point \(\mathbf r\) to

\[
\mathbf r'=F\mathbf r,\qquad F_{ab}=\delta_{ab}+\epsilon_{ab}.
\]

The nine components \(\epsilon_{ab}\) are varied independently. The stress is defined as

\[
\sigma_{ab}=\frac1\Omega\frac{\partial E}{\partial\epsilon_{ab}}\bigg|_{\epsilon=0}.
\]

With this sign, a positive diagonal component is a tension: the energy rises when the cell is stretched in that direction. The pressure has the opposite sign. Under a uniform scaling by \(\lambda\) the volume is proportional to \(\lambda^3\), so that \(dE/d\ln\lambda=3\Omega\,dE/d\Omega\). The left side is also the sum of the three diagonal strain derivatives, \(\Omega\,\mathrm{tr}\,\sigma\). With \(P=-dE/d\Omega\) it follows that \(P=-\frac13\mathrm{tr}\,\sigma\).

Three things could change when the cell is strained: its volume, its reciprocal vectors and the density coefficients. The volume becomes \(\Omega\det F\). To first order the determinant is the product of its diagonal entries, since any other product contains at least two off-diagonal strains. Therefore

\[
\det(1+\epsilon)=1+\sum_a\epsilon_{aa}+O(\epsilon^2),
\qquad
\frac{\partial\Omega}{\partial\epsilon_{ab}}=\Omega\,\delta_{ab}.
\]

A reciprocal vector is identified by its integer labels, the phases it gives to the three lattice vectors divided by \(2\pi\). Keeping the labels means keeping these phases, \(\mathbf G'\cdot F\mathbf r=\mathbf G\cdot\mathbf r\) for every \(\mathbf r\). This requires \(F^T\mathbf G'=\mathbf G\), and to first order

\[
G'_c=G_c-\sum_a\epsilon_{ac}G_a,
\qquad
\frac{\partial G_c}{\partial\epsilon_{ab}}=-\delta_{cb}G_a .
\]

The minus sign says that a longer cell has shorter reciprocal vectors. For the squared length,

\[
\frac{\partial G^2}{\partial\epsilon_{ab}}
=\sum_c2G_c\frac{\partial G_c}{\partial\epsilon_{ab}}
=-2G_aG_b .
\]

What the density does is a matter of definition, because a strain of the lattice does not by itself say how the electrons follow. In a plane-wave calculation with norm-conserving pseudopotentials the natural choice is to hold the expansion coefficients fixed. An orbital with band index \(i\) and wave vector \(\mathbf k\) is

\[
\psi_{i\mathbf k}(\mathbf r)=\frac1{\sqrt\Omega}\sum_{\mathbf G}c_{i\mathbf k}(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},
\qquad
\sum_{\mathbf G}|c_{i\mathbf k}(\mathbf G)|^2=1,
\]

and \(\mathbf k\), given as fixed fractions of the reciprocal lattice vectors, transforms as \(\mathbf G\) does. All phases are then unchanged at the displaced point, and the prefactor alone responds to the strain:

\[
\psi'_{i\mathbf k}(F\mathbf r)=\frac{\psi_{i\mathbf k}(\mathbf r)}{\sqrt{\det F}},
\qquad
\rho'(F\mathbf r)=\frac{\rho(\mathbf r)}{\det F}.
\]

The electrons move with the material, and their density is diluted by the factor by which the volume grows. The orbitals stay normalised. In Fourier space the same statement follows from the density

\[
\rho(\mathbf r)=\sum_{i\mathbf k}f_{i\mathbf k}|\psi_{i\mathbf k}(\mathbf r)|^2,
\]

where the occupation \(f_{i\mathbf k}\) includes the spin factor and the weight of the \(\mathbf k\) point. Multiplying the two plane-wave series and collecting the terms whose exponents differ by \(\mathbf G\) gives

\[
N_{\mathbf G}\equiv\Omega\rho(\mathbf G)
=\sum_{i\mathbf k}f_{i\mathbf k}\sum_{\mathbf G'}c^*_{i\mathbf k}(\mathbf G')\,c_{i\mathbf k}(\mathbf G'+\mathbf G).
\]

The right side contains no volume and no length. The numbers \(N_{\mathbf G}\) are thus independent of strain at fixed coefficients and occupations. For \(\mathbf G=0\) this is the conservation of the number of electrons.

Writing the energy in terms of \(N_{\mathbf G}\) displays all its strain dependence. Since \(|\rho(\mathbf G)|^2=|N_{\mathbf G}|^2/\Omega^2\),

\[
E_H=\frac1{2\Omega}{\sum_{\mathbf G}}'\frac{4\pi|N_{\mathbf G}|^2}{G^2}.
\]

One power of the volume came from the integral over the cell and two inverse powers from the density, which leaves \(1/\Omega\). The two remaining derivatives are

\[
\frac{\partial}{\partial\epsilon_{ab}}\frac1\Omega
=-\frac1{\Omega^2}\,\Omega\,\delta_{ab}
=-\frac{\delta_{ab}}\Omega,
\]

\[
\frac{\partial}{\partial\epsilon_{ab}}\frac1{G^2}
=-\frac1{G^4}\,(-2G_aG_b)
=\frac{2G_aG_b}{G^4}.
\]

By the product rule,

\[
\frac{\partial E_H}{\partial\epsilon_{ab}}
=-\delta_{ab}E_H+\frac1{2\Omega}{\sum_{\mathbf G}}'4\pi|N_{\mathbf G}|^2\,\frac{2G_aG_b}{G^4}.
\]

The 2 from the derivative of \(G^2\) cancels the half in the energy. Division by \(\Omega\) puts \(1/\Omega^2\) in front of \(|N_{\mathbf G}|^2\), which restores \(|\rho(\mathbf G)|^2\). The Hartree stress is

\[
\sigma^H_{ab}=-\delta_{ab}\frac{E_H}\Omega+S_{ab},
\qquad
S_{ab}={\sum_{\mathbf G}}'4\pi|\rho(\mathbf G)|^2\frac{G_aG_b}{G^4}.
\]

The sum runs over both members of each pair \(\pm\mathbf G\). They contribute equally, so a program that stores one of them must double its term.

The tensor came out symmetric although \(\epsilon_{ab}\) and \(\epsilon_{ba}\) were varied separately. An infinitesimal rotation has \(\epsilon_{ab}=-\epsilon_{ba}\), and its first-order energy change is \(\Omega\sum_{ab}\sigma^H_{ab}\epsilon_{ab}=0\), as it must be when the density turns with the lattice.

The trace follows from \(\sum_a\delta_{aa}=3\) and \(\sum_aG_aG_a=G^2\):

\[
\mathrm{tr}\,\sigma^H
=-\frac{3E_H}\Omega+{\sum_{\mathbf G}}'\frac{4\pi|\rho(\mathbf G)|^2}{G^2}
=-\frac{3E_H}\Omega+\frac{2E_H}\Omega
=-\frac{E_H}\Omega .
\]

The middle step uses the definition of \(E_H\), in which the same sum appears with the factor \(\Omega/2\).

Coulomb scaling gives this value without any Fourier series. Let \(F=\lambda 1\), so that \(\rho'(\lambda\mathbf r)=\lambda^{-3}\rho(\mathbf r)\). The potential \(V'(\lambda\mathbf r)=\lambda^{-1}V(\mathbf r)\) solves the new Poisson equation, since two derivatives with respect to \(\lambda\mathbf r\) bring \(\lambda^{-2}\) and the whole left side then scales as \(\lambda^{-3}\), like the charge density on the right. The factors \(\lambda^{-3}\) of the density and \(\lambda^3\) of the volume element cancel in the energy integral, and

\[
E_H(\lambda)=\frac{E_H(1)}\lambda,
\qquad
\mathrm{tr}\,\sigma^H=\frac1\Omega\frac{dE_H}{d\ln\lambda}\bigg|_{\lambda=1}=-\frac{E_H}\Omega .
\]

The Hartree contribution to the pressure is therefore \(E_H/(3\Omega)\), which is never negative. This is a statement about the average of the three normal stresses. A single one can have either sign, as is seen by writing the stress as a sum over waves. With the unit vector \(\hat{\mathbf G}=\mathbf G/G\) and the energy density \(u_{\mathbf G}=2\pi|\rho(\mathbf G)|^2/G^2\) of one term,

\[
\sigma^H_{ab}={\sum_{\mathbf G}}'u_{\mathbf G}\,(2\hat G_a\hat G_b-\delta_{ab}),
\qquad
{\sum_{\mathbf G}}'u_{\mathbf G}=\frac{E_H}\Omega .
\]

Each wave contributes \(+u_{\mathbf G}\) along its own direction and \(-u_{\mathbf G}\) in the two directions across it. For any unit vector \(\mathbf n\), the factor \(2(\mathbf n\cdot\hat{\mathbf G})^2-1\) lies between \(-1\) and \(1\), so the normal stress along \(\mathbf n\) lies between \(-E_H/\Omega\) and \(E_H/\Omega\). If the density has cubic symmetry, the tensor must be a multiple of the unit matrix, and the trace fixes it to be \(-\delta_{ab}E_H/(3\Omega)\). If the density is uniform, every \(u_{\mathbf G}\) vanishes and so does the stress. The trace relation holds for each wave separately. Cutting off the sum over \(\mathbf G\) does not spoil it, provided the energy and the stress use the same set.

The formula can also be reached from the pair interaction in real space. Let \(\mathbf r\) now be the separation of two charge elements, which the strain changes by \(\delta r_a=\sum_b\epsilon_{ab}r_b\). Then \(\delta r=\sum_{ab}\epsilon_{ab}r_ar_b/r\), and the change of \(1/r\) is \(-\delta r/r^2\), so

\[
\frac{\partial}{\partial\epsilon_{ab}}\frac1r=-\frac{r_ar_b}{r^3}.
\]

The charge in each element is conserved, so nothing else changes. To compare with the sum over waves, the Fourier transform of \(r_ar_b/r^3\), the negative of this kernel, is needed. Differentiating \(r\) twice gives

\[
\partial_a\partial_br=\frac{\delta_{ab}}r-\frac{r_ar_b}{r^3},
\qquad
\nabla^2r=\frac2r .
\]

The transform of \(1/r\) is \(4\pi/G^2\). The second relation then says that \(-G^2\) times the transform of \(r\) is \(8\pi/G^2\), so that for \(\mathbf G\ne0\) the transform of \(r\) is \(-8\pi/G^4\). Two derivatives multiply it by \(-G_aG_b\), and

\[
\frac{r_ar_b}{r^3}\;\longrightarrow\;
\frac{4\pi\delta_{ab}}{G^2}-\frac{8\pi G_aG_b}{G^4}.
\]

The stress is \(-\frac12\) times the sum of this expression weighted with \(|\rho(\mathbf G)|^2\), just as the energy density is \(+\frac12\) times the weighted sum of \(4\pi/G^2\). The two terms become \(-\delta_{ab}E_H/\Omega\) and \(+S_{ab}\). In a crystal the real-space sum must be taken over neutral units whose interactions die off fast enough for it to converge. Spherical electron clouds, each with a concentric spherical cloud of opposite charge, meet this requirement. Apart from its overall minus sign, the kernel is \(r_ar_b/r^3=\delta_{ab}/r-\partial_a\partial_br\). Away from the origin \(\nabla^2(1/r)=0\) and \(\nabla^2\nabla^2r=0\), so averaging over two spherical clouds that do not overlap leaves \(1/r\) unchanged and turns \(r\) into \(r+\frac m6\nabla^2r=r+m/(3r)\), where \(m\) is the sum of the mean square radii of the two clouds. In the four pairings between two neutral units, which carry the signs \(+,-,-,+\), the terms \(1/r\), \(r\) and \(m/(3r)\) all cancel, and only the overlap of the cloud tails remains. To reproduce the uniform background, the compensating clouds must be so broad that their periodic images add up to a constant density.

This part has derived the Hartree stress for electrons that stretch with the cell, found its trace to be \(-E_H/\Omega\), and recovered the formula from the pair interaction in real space. What remains is its meaning in terms of the electric field, the numerical examples, the case of charge that keeps its shape, and the place of \(\sigma^H\) in the total stress of a self-consistent calculation.
